# Foldy-Wouthuysen rotation, Newton-Wigner position and conserved mean spin: a numerical check

```python
"""Free Dirac electron, H = c alpha.p + beta c^2, in atomic units (hbar = m = 1).
Result under test: U = exp(beta alpha.p/|p| theta/2), tan(theta) = |p|/c, turns H
into beta E with E = c sqrt(p^2 + c^2).  The mean position X = U^+ x U is the
Newton-Wigner operator on positive energies, and the mean spin U^+ (Sigma/2) U
and the mean orbital momentum X x p are separately conserved.
Momentum p is a number and x = i d/dp; Sigma are the Dirac spin matrices."""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

c = 1 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
one2, one4 = np.eye(2), np.eye(4)
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
Sigma = np.array([np.kron(one2, s) for s in sigma])
beta = np.kron(sigma[2], one2)
eps = np.array([[[float(sp.LeviCivita(i, j, k)) for k in range(3)]
                 for j in range(3)] for i in range(3)])


def dot(p, mats):
    return np.einsum("...j,jab->...ab", p, mats)


def cross(mats, p):
    """Vector product (mats x p) of a vector of matrices with a number vector."""
    return np.einsum("ijk,jab,k->iab", eps, mats, p)


def comm(a, b):
    return a @ b - b @ a


def dag(m):
    return np.conj(np.swapaxes(m, -1, -2))


def energy(p):
    return c * np.sqrt(c**2 + np.sum(np.asarray(p)**2, axis=-1))


def hamiltonian(p):
    return c * dot(p, alpha) + c**2 * beta


def rotation(p):
    E = energy(p)[..., None, None]
    return ((E + c**2) * one4 + c * beta @ dot(p, alpha)) / np.sqrt(2 * E * (E + c**2))


def gradient(fun, p, h=1e-3 * c):
    """Fourth-order central differences; the first index is the direction."""
    out = []
    for e in np.eye(3) * h:
        out.append((8 * (fun(p + e) - fun(p - e))
                    - (fun(p + 2 * e) - fun(p - 2 * e))) / (12 * h))
    return np.array(out)


def curvature(field, p, h=1e-3 * c):
    """(1/2) eps_ijk [Q_j, Q_k] for Q = i d/dp + field(p)."""
    F, d = field(p), gradient(field, p, h)
    R = 1j * (d - d.swapaxes(0, 1)) + comm(F[:, None], F[None, :])
    return 0.5 * np.einsum("ijk,jkab->iab", eps, R)


def position_shift(p):
    """Explicit matrix part X - x of the mean position."""
    E = energy(p)
    return (1j * c * beta @ alpha / (2 * E)
            - 1j * c**3 * p[:, None, None] * (beta @ dot(p, alpha))
            / (2 * E**2 * (E + c**2))
            - c**2 * cross(Sigma, p) / (2 * E * (E + c**2)))


def mean_spin(p):
    E = energy(p)
    return (Sigma / 2 - 1j * c * beta @ cross(alpha, p) / (2 * E)
            + c**2 * cross(cross(Sigma, p), p) / (2 * E * (E + c**2)))


def same(a, b, tol=1e-8):
    assert np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


# --- exact diagonalization, with U taken from the matrix exponential ---
def rotation_exp(p):
    n = np.linalg.norm(p)
    return expm(beta @ dot(p / n, alpha) * np.arctan(n / c) / 2)


p = c * np.array([0.3, -0.5, 0.8])
E, H, U = energy(p), hamiltonian(p), rotation_exp(p)
same(U, rotation(p))
same(U @ H @ dag(U) / c**2, beta * E / c**2)
same(np.linalg.eigvalsh(H) / c**2, np.array([-E, -E, E, E]) / c**2)

# --- positive-energy basis is the normalized standard boost of rest spinors ---
pn = np.linalg.norm(p)
boosted = expm(dot(p / pn, alpha) * np.arctanh(c * pn / E) / 2)[:, :2]
same(dag(boosted) @ boosted, one2 * E / c**2)
same(boosted * np.sqrt(c**2 / E), dag(U)[:, :2])

# --- explicit mean operators against their definitions ---
A, S = position_shift(p), mean_spin(p)
same(c * A, c * 1j * dag(U) @ gradient(rotation_exp, p))
same(S, dag(U) @ (Sigma / 2) @ U)
same(cross(A, p) + S, Sigma / 2)  # mean L + mean S = x cross p + Sigma/2

# --- canonical algebra of the mean operators ---
same(c**2 * curvature(position_shift, p), 0)
dS = gradient(mean_spin, p)
same(c * (1j * dS + comm(A[:, None], S[None, :])), 0)
same(comm(S[0], S[1]), 1j * S[2])

# --- equations of motion; [H, x_j] = -i dH/dp_j ---
dH = gradient(hamiltonian, p)
same(dH / c, alpha)
same((dH + 1j * comm(H, A)) / c, c * p[:, None, None] * np.linalg.inv(H))
same(1j * comm(H, Sigma / 2) / c**2, -cross(alpha, p) / c)
same(cross(dH, p) / c**2, cross(alpha, p) / c)
assert np.max(np.abs(cross(dH, p))) / c**2 > 0.1
same(comm(H, S) / c**2, 0)
same((cross(dH, p) + 1j * comm(H, cross(A, p))) / c**2, 0)

# --- uniqueness: rotations about p leave exactly four vector structures ---
columns = []
for F in np.eye(12).reshape(12, 3, 2, 2):
    columns.append((comm(sigma[2] / 2, F)
                    - 1j * np.einsum("jk,kab->jab", eps[2], F)).ravel())
assert 12 - np.linalg.matrix_rank(np.array(columns).T) == 4
structures = {
    "p": lambda q: q[:, None, None] * one2,
    "sigma": lambda q: sigma,
    "p sigma.p": lambda q: q[:, None, None] * dot(q, sigma),
    "sigma x p": lambda q: cross(sigma, q)}
u = p / c
survivors = [name for name, F in structures.items()
             if np.allclose(F(-u), -F(u))
             and np.allclose(sigma[1] @ np.conj(F(-u)) @ sigma[1], F(u))]
assert survivors == ["sigma x p"]

# --- commutator for a general radial factor f, tried on f = exp(-q^2) ---
n = np.linalg.norm(u)
f, df = np.exp(-n**2), -2 * n * np.exp(-n**2)
same(curvature(lambda q: np.exp(-q @ q) * cross(sigma, q), u, 1e-3),
     1j * ((2 * f + n * df) * sigma
           + (2 * f**2 - df / n) * u[:, None, None] * dot(u, sigma)))

# --- f = C/q^2 has commuting components only for C = 0 and C = -1 ---
q = sp.symbols("q1:4", real=True)
C = sp.Symbol("C")
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
field = []
for j in range(3):
    total = sp.zeros(2, 2)
    for a in range(3):
        for b in range(3):
            total += sp.LeviCivita(j, a, b) * q[b] * pauli[a]
    field.append(total * C / sum(v**2 for v in q))
point = dict(zip(q, (1, 2, 2)))
root_sets = []
for j, k in ((0, 1), (1, 2), (2, 0)):
    R = (sp.I * (field[k].diff(q[j]) - field[j].diff(q[k]))
         + field[j] * field[k] - field[k] * field[j])
    for entry in R.subs(point):
        entry = sp.expand(entry)
        if entry != 0:
            root_sets.append(set(sp.solve(entry, C)))
assert root_sets and set.intersection(*root_sets) == {sp.Integer(0), sp.Integer(-1)}


# --- Dirac position projected on positive energies does not commute ---
def projected_shift(k):
    Ek = energy(k)
    return -c**2 * cross(sigma, k) / (2 * Ek * (Ek + c**2))


numeric = 1j * U @ gradient(lambda k: dag(rotation_exp(k)), p)
same(c * numeric[:, :2, :2], c * projected_shift(p))
closed = -1j * c**4 / (2 * E**3) * (
    sigma + p[:, None, None] * dot(p, sigma) / (E + c**2))
same(c**2 * curvature(projected_shift, p), c**2 * closed)

# --- wave packet: Gaussian momentum density times a momentum-dependent spinor ---
p0, spread = c * np.array([0.75, 0.0, 0.0]), 0.02 * c
E0 = energy(p0)
theta = np.arctan(p0[0] / c)
nodes, w1 = np.polynomial.hermite_e.hermegauss(7)
w1 = w1 / w1.sum()
P = p0 + spread * np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij")).reshape(3, -1).T
W = np.einsum("i,j,k->ijk", w1, w1, w1).ravel()
bare = np.array([1, 0, 0, 0], complex)


def evolved(t):
    def state(k):
        e, v = np.linalg.eigh(hamiltonian(k))
        return ((v * np.exp(-1j * e * t)[..., None, :]) @ dag(v)) @ bare
    return state


def rotated(state):
    return lambda k: np.einsum("...ab,...b->...a", rotation(k), state(k))


def averages(state):
    """Position, z orbital momentum and z spin; the real envelope adds nothing."""
    phi, dphi = state(P), gradient(state, P)
    flow = np.real(np.sum(np.conj(phi) * 1j * dphi, axis=-1))
    spin = np.real(np.einsum("na,ab,nb->n", np.conj(phi), Sigma[2] / 2, phi))
    return flow @ W, (flow[0] * P[:, 1] - flow[1] * P[:, 0]) @ W, spin @ W


period = np.pi / E0
fractions = np.array([0, 0.25, 0.5, 0.75, 1.0])
dirac = [averages(evolved(x * period)) for x in fractions]
mean = [averages(rotated(evolved(x * period))) for x in fractions]
phi0 = evolved(0.0)(P)
inverse_H = np.real(np.einsum("na,nab,nb->n", np.conj(phi0),
                              np.linalg.inv(hamiltonian(P)), phi0))
velocity = c**2 * (P * inverse_H[:, None]).T @ W
for x, d, m in zip(fractions, dirac, mean):
    t = x * period
    same(d[1] + d[2], 0.5)
    same(m[1:], mean[0][1:])
    same(c * (m[0] - mean[0][0]), c * velocity * t)
    # narrow-packet law: corrections are of order (spread/c)^2
    same(d[2], 0.5 - np.sin(theta)**2 * np.sin(E0 * t)**2, 3e-3)
same(mean[0][2], np.cos(theta) / 2, 3e-3)
same(mean[0][1], (1 - np.cos(theta)) / 2, 3e-3)
assert dirac[0][2] - dirac[2][2] > 0.3


# --- packet of positive energy only, made with the energy projector ---
def positive(k):
    proj = (one4 + hamiltonian(k) / energy(k)[..., None, None]) / 2
    v = proj @ bare
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


pos_dirac, pos_mean = averages(positive), averages(rotated(positive))
EP = energy(P)
same(c * pos_dirac[0][1], -c * np.sum(W * c**2 * P[:, 0] / (2 * EP * (EP + c**2))))
same(c * pos_mean[0], 0)
same(pos_mean[2], 0.5)
same(pos_dirac[2], np.cos(theta) / 2, 3e-3)
noncommuting = curvature(projected_shift, p0)[2][0, 0].imag

print(f"speed of light: {c:.6f} atomic units")
print(f"rest energy: {c**2 * EV:.2f} eV")
print(f"central momentum: {p0[0] / c:.2f} mc, times c: {c * p0[0] * EV:.2f} eV")
print(f"energy E at central momentum: {E0 * EV:.2f} eV")
print(f"rotation angle theta: {np.degrees(theta):.4f} degrees")
print(f"cos theta: {np.cos(theta):.4f}, sin theta: {np.sin(theta):.4f}")
print(f"reduced Compton length: {ANG / c:.6e} angstrom")
print(f"packet momentum spread: {spread / c:.3f} mc")
print(f"packet initial position spread per axis: {ANG / (2 * spread):.5f} angstrom")
print(f"trembling period as length c*t: {c * period * ANG:.6e} angstrom")
print("bare-spinor packet, z components in units of hbar:")
for x, d, m in zip(fractions, dirac, mean):
    print(f" t/period {x:.2f}: Dirac spin {d[2]:.5f}, Dirac orbital {d[1]:.5f}, "
          f"mean spin {m[2]:.5f}, mean orbital {m[1]:.5f}")
print("bare-spinor packet, positions in 1e-3 angstrom:")
for x, d, m in zip(fractions, dirac, mean):
    r, X = d[0] * ANG * 1e3 + 0.0, m[0] * ANG * 1e3 + 0.0
    print(f" t/period {x:.2f}: Dirac x {r[0]:.4f}, y {r[1]:.4f}; "
          f"mean X {X[0]:.4f}, Y {X[1]:.4f}")
print(f"mean velocity along x: {velocity[0] / c:.5f} c")
samples = np.mean([d[2] for d in dirac[:4]])
print(f"Dirac spin averaged over four times in one period: {samples:.5f} hbar")
law = 0.5 - np.sin(theta)**2 * np.sin(E0 * period / 2)**2
print(f"narrow-packet law, lowest Dirac spin: {law:.5f} hbar")
print(f"narrow-packet law, mean spin: {np.cos(theta) / 2:.5f} hbar")
print(f"narrow-packet law, mean orbital: {(1 - np.cos(theta)) / 2:.5f} hbar")
print("positive-energy packet, mean spin up along z:")
print(f" Dirac y minus mean Y: {(pos_dirac[0][1] - pos_mean[0][1]) * ANG:.5e} angstrom")
print(f" the same in atomic units: {pos_dirac[0][1] - pos_mean[0][1]:.5e} bohr")
print(f" Dirac spin {pos_dirac[2]:.5f} hbar, mean spin {pos_mean[2]:.5f} hbar")
print(f"projected [x,y]/i at central momentum, spin up: {noncommuting * ANG**2:.5e} angstrom^2")
print("all tests passed")
```

It prints:

```
speed of light: 137.035999 atomic units
rest energy: 510998.95 eV
central momentum: 0.75 mc, times c: 383249.21 eV
energy E at central momentum: 638748.69 eV
rotation angle theta: 36.8699 degrees
cos theta: 0.8000, sin theta: 0.6000
reduced Compton length: 3.861593e-03 angstrom
packet momentum spread: 0.020 mc
packet initial position spread per axis: 0.09654 angstrom
trembling period as length c*t: 9.705241e-03 angstrom
bare-spinor packet, z components in units of hbar:
 t/period 0.00: Dirac spin 0.50000, Dirac orbital 0.00000, mean spin 0.39997, mean orbital 0.10003
 t/period 0.25: Dirac spin 0.31981, Dirac orbital 0.18019, mean spin 0.39997, mean orbital 0.10003
 t/period 0.50: Dirac spin 0.14008, Dirac orbital 0.35992, mean spin 0.39997, mean orbital 0.10003
 t/period 0.75: Dirac spin 0.32056, Dirac orbital 0.17944, mean spin 0.39997, mean orbital 0.10003
 t/period 1.00: Dirac spin 0.49967, Dirac orbital 0.00033, mean spin 0.39997, mean orbital 0.10003
bare-spinor packet, positions in 1e-3 angstrom:
 t/period 0.00: Dirac x -0.0000, y -0.0000; mean X -0.0000, Y -0.5145
 t/period 0.25: Dirac x 0.4231, y -0.9265; mean X 1.1636, Y -0.5145
 t/period 0.50: Dirac x 2.3279, y -1.8515; mean X 2.3271, Y -0.5145
 t/period 0.75: Dirac x 4.2305, y -0.9242; mean X 3.4907, Y -0.5145
 t/period 1.00: Dirac x 4.6528, y -0.0017; mean X 4.6543, Y -0.5145
mean velocity along x: 0.47956 c
Dirac spin averaged over four times in one period: 0.32011 hbar
narrow-packet law, lowest Dirac spin: 0.14000 hbar
narrow-packet law, mean spin: 0.40000 hbar
narrow-packet law, mean orbital: 0.10000 hbar
positive-energy packet, mean spin up along z:
 Dirac y minus mean Y: -5.14492e-04 angstrom
 the same in atomic units: -9.72249e-04 bohr
 Dirac spin 0.39997 hbar, mean spin 0.50000 hbar
projected [x,y]/i at central momentum, spin up: -3.81745e-06 angstrom^2
all tests passed
```
